# Critical End Point of Field-Induced Transitions in a Sixth-Order Landau Model

**Q.** You say that a field can drive a first-order transition in a hafnia–zirconia film, and that the transition line stops at a critical point. Before I ask where, what counts as a transition here?

**A.** Take a uniform polarization \(P\) along one axis, parallel to the field \(E\) inside the film, and the energy density

\[
f(P)=\frac a2P^2-\frac b4P^4+\frac c6P^6,\qquad b>0,\quad c>0 .
\]

At fixed \(E\), equilibrium is the global minimum of \(G(P)=f(P)-EP\). A first-order transition is a jump of that minimum from one value of \(P\) to another as \(E\) is varied. This is a mean-field definition: thermal fluctuations, domains and the time needed to switch are absent. Since \(f\) is even, every transition at \(E\) has a mirror image at \(-E\), so I treat \(E\ge0\).

**Q.** Then when is a jump impossible?

**A.** When \(f\) is strictly convex. A stationary point of \(G\) obeys

\[
E=f'(P)=aP-bP^3+cP^5,
\]

and the curvature is \(f''=a-3bP^2+5cP^4\). To complete the square in \(P^2\), note that

\[
5c\left(P^2-\frac{3b}{10c}\right)^2=5cP^4-3bP^2+\frac{9b^2}{20c}.
\]

Therefore

\[
f''(P)=5c\left(P^2-\frac{3b}{10c}\right)^2+a-\frac{9b^2}{20c}.
\]

If \(a>9b^2/(20c)\), the curvature is positive everywhere. If \(a=9b^2/(20c)\), it vanishes only at two isolated points. In both cases \(f'\) increases strictly and runs from \(-\infty\) to \(+\infty\), so each field has one stationary point, which moves continuously. There is no jump.

**Q.** That gives absence above the limit. Below it you have a concave interval, but a concave interval does not prove that the global minimum jumps at a nonzero field.

**A.** Agreed, and the coexisting states have to be found. If the global minimum jumps from \(P_1\) to \(P_2\) at a field \(E_t\), both are minima of \(G\) with the same value \(g\). The polynomial \(f-E_tP-g\) then has a double zero at each. Its leading coefficient is \(c/6\), so

\[
f-E_tP-g=\frac c6(P-P_1)^2(P-P_2)^2(P^2+uP+v).
\]

With \(s=P_1+P_2\) and \(q=P_1P_2\), the product of the two squares is

\[
(P^2-sP+q)^2=P^4-2sP^3+(s^2+2q)P^2-2sqP+q^2 .
\]

Now compare powers of \(P\) after dividing by \(c/6\). There is no \(P^5\) term on the left, so \(u=2s\). The next four powers give

\[
\begin{aligned}
P^4:&\quad v-3s^2+2q=-\frac{3b}{2c},\\
P^3:&\quad -2sv+2s^3+2sq=0,\\
P^2:&\quad v(s^2+2q)-4s^2q+q^2=\frac{3a}{c},\\
P^1:&\quad -2sqv+2sq^2=-\frac{6E_t}{c}.
\end{aligned}
\]

The constant term merely fixes \(g\).

**Q.** You have four equations for \(v,s,q,E_t\). Do they close without numerical work?

**A.** They do. For \(E_t>0\) both states have positive \(P\): changing \(P\) to \(-P\) leaves \(f\) alone and changes the sign of \(-EP\), so a negative \(P\) cannot be the minimum, and \(P=0\) is not stationary. Hence \(s>0\) and \(q>0\). The \(P^3\) equation gives \(v=s^2+q\). Put this into the other three, with \(\beta=b/c\):

\[
-2s^2+3q=-\frac{3\beta}{2}
\quad\Rightarrow\quad
q=\frac{2s^2}{3}-\frac\beta2,
\]

\[
s^4-s^2q+3q^2=\frac{3a}{c},\qquad
-2s^3q=-\frac{6E_t}{c}\quad\Rightarrow\quad E_t=\frac{c\,s^3q}{3}.
\]

Insert \(q\) into the middle equation:

\[
s^4-\frac{2s^4}{3}+\frac{\beta s^2}{2}
+\frac{4s^4}{3}-2\beta s^2+\frac{3\beta^2}{4}=\frac{3a}{c},
\]

which collects to

\[
\frac53s^4-\frac32\beta s^2+\frac34\beta^2=\frac{3a}{c}.
\tag{1}
\]

This is quadratic in \(s^2\), with roots

\[
s^2=\frac3{10}\left[\frac{3\beta}{2}\pm\sqrt{\frac{20a}{c}-\frac{11\beta^2}{4}}\right].
\]

The lower sign gives \(s^2\le 9\beta/20\), hence \(q\le-\beta/5\), which is excluded. The upper sign is the transition line.

**Q.** Two conditions are still unproved: that \(q\) is positive, and that \(P_1\) and \(P_2\) are real and different.

**A.** They set the two ends of the line. On the upper root, \(s^2\) increases with \(a\). The condition \(q>0\) means \(s^2>3\beta/4\). At equality, the left side of (1) is

\[
\left(\frac{15}{16}-\frac{18}{16}+\frac{12}{16}\right)\beta^2=\frac9{16}\beta^2,
\]

so this end lies at \(a_0=3b^2/(16c)\), where \(E_t=0\).

The difference of the two states follows from

\[
(P_2-P_1)^2=s^2-4q=2\beta-\frac53s^2 .
\]

It is positive for \(s^2<6\beta/5\). At equality, (1) becomes

\[
\left(\frac{12}{5}-\frac95+\frac34\right)\beta^2=\frac{27}{20}\beta^2=\frac{3a}{c},
\]

and therefore

\[
\boxed{a_{\rm cr}=\frac{9b^2}{20c}} .
\]

The line with \(E_t>0\) occupies \(a_0<a<a_{\rm cr}\).

**Q.** Are these two states really the lowest ones? A third minimum could lie below both.

**A.** The last factor excludes it:

\[
P^2+2sP+s^2+q=(P+s)^2+q>0 .
\]

So \(f-E_tP-g\ge0\), with zeros at \(P_1\) and \(P_2\) alone. Both are global minima.

**Q.** Could there be a second jump at another positive field?

**A.** No. Let \(P\) minimize \(G\) at \(E\), and \(P'\) at \(E'\). Then

\[
f(P)-EP\le f(P')-EP',\qquad f(P')-E'P'\le f(P)-E'P .
\]

Adding these gives \((E'-E)(P'-P)\ge0\), so the equilibrium polarization never decreases with field. For \(a_0<a<a_{\rm cr}\), the half-line \(P>0\) has one concave interval between two convex ones. On each convex piece the minimum moves continuously, and the state can cross the gap upward once.

**Q.** And below \(a_0\)? There are surely first-order transitions there too.

**A.** There is one, but it is the reversal of a ferroelectric at zero field. A jump at \(E>0\) would need \(q>0\), which has just been ruled out. At zero field write

\[
f=\frac{P^2}{2}\left(a-\frac b2P^2+\frac c3P^4\right).
\]

The bracket is smallest at \(P^2=3b/(4c)\), where it equals \(a-a_0\). For \(a<a_0\) the lowest states are therefore \(\pm P_s\) with \(P_s\ne0\), and the equilibrium jumps between them at \(E=0\). At \(a_0\) the states \(0\) and \(\pm\sqrt{3b/(4c)}\) coexist. The phrase "field-induced" thus refers to \(a>a_0\), where the zero-field state is nonpolar.

As \(b\to0^+\) at fixed \(c\), both \(a_0\) and \(a_{\rm cr}\) go to zero as \(b^2\), and the whole line shrinks to the point \(a=E=0\). A negative quartic term is what gives the line its length.

**Q.** You have shown that the jump closes. What makes that end a critical point?

**A.** The susceptibility diverges there. At the end \(P_1=P_2=P_{\rm cr}\), so \(s=2P_{\rm cr}\), \(q=P_{\rm cr}^2\), and

\[
P_{\rm cr}^2=\frac{3b}{10c},\qquad
E_{\rm cr}=\frac{8c}{3}P_{\rm cr}^5=\frac{6b^2}{25c}P_{\rm cr}.
\]

The curvature vanishes, and so does the third derivative, \(-6bP_{\rm cr}+20cP_{\rm cr}^3\). The fourth is \(-6b+60cP_{\rm cr}^2=12b\), and the fifth is \(120cP_{\rm cr}\). With \(p=P-P_{\rm cr}\) and \(a=a_{\rm cr}\), Taylor's series for \(f'\) terminates:

\[
E-E_{\rm cr}=2bp^3+5cP_{\rm cr}p^4+cp^5 .
\]

Close to the point, \(p\approx[(E-E_{\rm cr})/(2b)]^{1/3}\), whose slope is infinite at \(E_{\rm cr}\). For \(a>a_{\rm cr}\) the smallest value of \(dE/dP\) is \(a-a_{\rm cr}\), reached at \(P_{\rm cr}\), so the peak susceptibility grows as \(1/(a-a_{\rm cr})\).

**Q.** How does the jump vanish from the other side?

**A.** Differentiate (1) with respect to \(s^2\) and \(a\):

\[
\left(\frac{10}{3}s^2-\frac{3\beta}{2}\right)d(s^2)=\frac{3\,da}{c}.
\]

At \(s^2=6\beta/5\) the bracket is \(5\beta/2\), so \(d(s^2)=6\,da/(5b)\). Then \((P_2-P_1)^2=2\beta-5s^2/3\) gives, to leading order,

\[
P_2-P_1\approx\sqrt{\frac{2(a_{\rm cr}-a)}{b}} .
\]

The line's slope follows from \(f(P_1)-E_tP_1=f(P_2)-E_tP_2\). When \(a\) changes, the shifts of \(P_1\) and \(P_2\) do not contribute at first order, because both are stationary. What remains is

\[
\frac{P_1^2}{2}-P_1\frac{dE_t}{da}=\frac{P_2^2}{2}-P_2\frac{dE_t}{da}
\quad\Rightarrow\quad
\frac{dE_t}{da}=\frac{P_1+P_2}{2}.
\]

**Q.** This rests on one long chain of algebra. Has the end point been found by a road that avoids it?

**A.** Yes. A jump of the global minimum is a straight segment on the lower convex hull of \(f\), and the hull can be built from sampled values without any tangent formula. With \(b=c=1\), bisection on the presence of such a segment puts the end at \(a=0.44999\), against 0.45. Transition fields were compared at \(ac/b^2=0.19,0.25,0.35,0.44\), for \(b=c=1\) and for \(b=2,\ c=0.7\). The largest difference was \(3.1\times10^{-10}\) in units of \(b^{5/2}c^{-3/2}\). At \(0.999\,a_{\rm cr}\) the hull's jump agrees with the square-root law within the resolution of the grid, one step of which is 0.3 % of the jump.

**Q.** A capacitor is cycled, and it shows loops. Your equilibrium line has no hysteresis.

**A.** If no nucleus forms and thermal activation is ignored, a state survives until its own minimum disappears, at \(f''=0\):

\[
P_\pm^2=\frac{3b\pm\sqrt{9b^2-20ac}}{10c}.
\]

The low state is lost at \(E_{\rm up}=f'(P_-)\) and the high state at \(E_{\rm down}=f'(P_+)\). Both limits meet at the same critical point, since the square root vanishes at \(a_{\rm cr}\).

The high state returns before the field reaches zero if \(E_{\rm down}>0\). For \(P>0\), \(f'/P=cP^4-bP^2+a\) is positive everywhere when \(b^2<4ac\). When \(b^2>4ac\), \(f'\) turns negative in some range, and its local minimum, at \(P_+\), is then negative. So separate double loops need \(a>b^2/(4c)\). Between \(a_0\) and this value the induced polarization can remain at zero field, though only as a metastable state.

**Q.** Put numbers in.

**A.** Take an 8 nm film with round model coefficients \(b=2.0\times10^{11}\ {\rm m^5\,C^{-2}\,F^{-1}}\) and \(c=6.0\times10^{12}\ {\rm m^9\,C^{-4}\,F^{-1}}\), both held fixed with temperature. Let \(a=2.4\times10^9\) m/F at 300 K, rising by \(1.0\times10^7\) m/F per kelvin. Then

\[
a_{\rm cr}=\frac{9(2.0\times10^{11})^2}{20(6.0\times10^{12})}
=3.0\times10^9\ {\rm m/F},
\]

\[
T_{\rm cr}=300+\frac{(3.0-2.4)\times10^9}{1.0\times10^7}=360\ {\rm K}.
\]

Also \(P_{\rm cr}^2=6.0\times10^{11}/(6.0\times10^{13})=0.010\ {\rm C^2/m^4}\), so \(P_{\rm cr}=0.10\) C/m², or 10 μC/cm². The field is

\[
E_{\rm cr}=\frac{6(2.0\times10^{11})^2}{25(6.0\times10^{12})}(0.10)
=1.6\times10^8\ {\rm V/m}=1.6\ {\rm MV/cm},
\]

which is 1.28 V across the film. The zero-field coexistence lies at 185 K, and the return field changes sign at 227 K. Along the line, with fields in MV/cm and the equilibrium jump in μC/cm²:

| T (K) | \(E_{\rm down}\) | \(E_t\) | \(E_{\rm up}\) | jump |
|---|---|---|---|---|
| 200 | −0.348 | 0.121 | 0.470 | 14.7 |
| 250 | 0.298 | 0.552 | 0.756 | 11.4 |
| 300 | 0.917 | 1.014 | 1.099 | 8.07 |
| 340 | 1.384 | 1.402 | 1.418 | 4.53 |

At 340 K the square-root law gives \(\sqrt{2(2.0\times10^8)/(2.0\times10^{11})}=0.0447\) C/m², or 4.47 μC/cm², close to the full value of 4.53. At 85 °C (358.15 K) the jump is 1.36 μC/cm² and the two loop limits differ by only 0.001 MV/cm.

At 380 K there is no transition, but the peak relative permittivity is still

\[
1+\frac{1}{\varepsilon_0(2.0\times10^8\ {\rm m/F})}=566,
\]

at 1.8 MV/cm. This is the mean-field value: averaging over thermal fluctuations of a uniform \(P\) in an independent 8 nm cube lowers it by about a fifth. The low-field value at 300 K is 48.

**Q.** A real electrode does not screen perfectly. Does that matter in 8 nm?

**A.** More than its thickness suggests. Let all series layers have a total vacuum-equivalent thickness \(\lambda\), meaning thickness divided by relative permittivity. The displacement \(D=\varepsilon_0E+P\) is common to the stack, so the voltage is

\[
V=Ed+\frac{\lambda}{\varepsilon_0}(\varepsilon_0E+P),
\qquad
\frac{V}{d+\lambda}=E+\frac{\lambda P}{\varepsilon_0(d+\lambda)} .
\]

The extra term is linear in \(P\). With \(V/(d+\lambda)\) as the field variable, the model keeps its form, with

\[
a_{\rm eff}=a+\frac{\lambda}{\varepsilon_0(d+\lambda)} .
\]

Setting \(a_{\rm eff}=a_{\rm cr}\) and \(x=\varepsilon_0(a_{\rm cr}-a)\) gives \(\lambda=dx/(1-x)\). At 300 K, \(x=0.0053\) and \(\lambda=0.043\) nm: a larger value removes the jump for uniform \(P\). A direct calculation of voltage against \(P\) confirmed this, being non-monotonic at 0.98 of this \(\lambda\) and monotonic at 1.02. With the intrinsic coefficients held fixed, \(\lambda=0.02\) nm lowers the critical temperature by 28 K, to 332 K. The transition at 85 °C is then gone.

**Q.** Would thermal motion leave a sharp jump in so small a volume?

**A.** Not near the end point. Consider a cube of side 8 nm that switches uniformly at \(E_t\). Its barrier is 29 \(k_BT\) at 300 K but 0.02 \(k_BT\) at 85 °C. In the second case such a region, if independent of its neighbours, passes freely between the two states, and the calculated jump is smeared. Even at 300 K the barrier out of the metastable state shrinks as the field moves from \(E_t\) toward a loop limit, so independent regions of this size would switch before reaching that limit, and the loop would be narrower than the table suggests. For an assumed attempt time of \(10^{-12}\) s, a barrier of 29 \(k_BT\) is crossed in a few seconds, but the loop is set by the time spent near \(E_t\), which is a small part of a cycle. In a two-state rate model with these barriers and a triangular sweep of ±1.5 MV/cm, the loop is about 0.07 MV/cm wide for a period of 1 ms, 0.03 for 10 s and 0.01 for 1000 s, against the limit of 0.18: it narrows only slowly as the sweep slows. A domain wall could lower the barrier further, but that needs a gradient energy, which this model lacks.

**Q.** The transition also releases heat. Is "fixed temperature" fair?

**A.** Only if the heat escapes during the sweep. With \(\alpha=da/dT\), the entropy density belonging to \(f\) is \(-\partial f/\partial T=-\alpha P^2/2\), so entry into the high state releases

\[
L=\frac{T\alpha}{2}(P_2^2-P_1^2)=23\ {\rm J/cm^3}
\]

at 300 K. A rough heat capacity of 2.7 J/(cm³ K) gives 8.5 K of heating if none escapes. That raises \(E_t\) by 0.08 MV/cm, about as much as the distance from \(E_t\) to \(E_{\rm up}\). This counts the jump alone; an adiabatic sweep from zero field adds about 1.7 K before the jump begins. It is also an extreme case: for an assumed thermal conductivity of 1 W/(m K), heat diffuses across 8 nm in about 0.2 ns, so such heating needs very fast pulses or a stack that conducts heat away poorly.

**Q.** How near is all this to a real memory capacitor?

**A.** Zirconium-rich hafnia–zirconia films do show double loops. If typical switching fields are taken as roughly 1 to 3 MV/cm and low-field permittivities as roughly 30 to 45, the model's 300 K fields, 0.92 to 1.10 MV/cm, lie near the lower end of that range, and its permittivity of 48 is slightly high. Its 300 K loop is at most 0.18 MV/cm wide, which is narrow beside typical measured loops. The temperature slope is a chosen value, so 360 K is not a prediction for a material. The measured double loops are usually attributed to a change between a nonpolar tetragonal and a polar orthorhombic structure, which involves other lattice distortions besides \(P\). A polynomial in \(P\) alone assumes that these distortions follow \(P\). Real films also break the assumption of one axis along the field: if the bound charge on its side walls is compensated, a uniaxial grain tilted by 30° responds to \(E\cos30^\circ\), which moves its 300 K transition from 1.01 to 1.17 MV/cm. Under that condition, a spread of tilts from 0° to 30° broadens the switching by 0.16 MV/cm, nearly the full loop width, and larger tilts broaden it further. Uncompensated side-wall charge opposes the polarization and so raises the effective \(a\), which moves the transition to a higher field and can remove the jump. Breakdown, taken roughly as 4 MV/cm, leaves \(E_{\rm cr}\) at 0.40 of the limit. Direct tunnelling is negligible for the inputs assumed here: for a 2 eV barrier and a mass of 0.3 electron masses, the semiclassical transmission at \(E_{\rm cr}\) is about \(3\times10^{-23}\). This number depends exponentially on both inputs: 1.5 eV and 0.2 electron masses give about \(4\times10^{-15}\). Leakage through defects is not covered by that estimate.

**Q.** And strain from the substrate?

**A.** It moves \(a\). For in-plane misfit \(u\), electrostriction \(Q_{12}\) and compliance sum \(S=s_{11}+s_{12}\), equal in-plane stresses \(\sigma\) obey \(u=S\sigma+Q_{12}P^2\). The elastic energy is \(S\sigma^2=(u-Q_{12}P^2)^2/S\). Its cross term, \(-2uQ_{12}P^2/S\), adds \(-4uQ_{12}/S\) to \(a\). Rough inputs \(|u|=0.5\,\%\), \(|Q_{12}|=0.02\) m⁴/C² and \(S=3.5\times10^{-12}\) Pa⁻¹ shift \(T_{\rm cr}\) by about 11 K, with a sign set by \(uQ_{12}\). The term in \(P^4\) is counted in \(b\), which here belongs to the clamped film.

**Q.** So which part of the claim would survive a change of material?

**A.** The condition \(a=9b^2/(20c)\) survives any temperature dependence of the three coefficients, provided \(b\) and \(c\) stay positive: one evaluates both sides at the same temperature. It does not survive a change of the polynomial. An appreciable \(P^8\) term would alter the curvature, and the factor 9/20 with it. The power laws near the end point are likewise those of mean-field theory. The numerical output gives the remaining digits.

## Numbers as computed

```
TESTS (scaled units, b = c = 1 unless stated)
end point a c/b^2 from hull bisection: 0.44999 (formula 0.45000)
largest scaled E_t deviation, hull vs formula: 3.1e-10
jump / square-root law at 0.999 a_cr: 1.0000
line slope at a=0.35: hull 0.51683, (P1+P2)/2 0.51683
critical isotherm / cube-root law: 0.9964
EXAMPLE INPUTS (round model values)
b = 2.00e+11 m^5/(C^2 F), c = 6.00e+12 m^9/(C^4 F)
a(300 K) = 2.40e+09 m/F, da/dT = 1.0e+07 m/(F K), d = 8 nm
low-field relative permittivity at 300 K: 48.1
SPECIAL POINTS
zero-field coexistence: a = 1.250e+09 m/F, T = 185.0 K
return field zero: a = 1.667e+09 m/F, T = 226.7 K
critical point: a = 3.000e+09 m/F, T = 360.0 K
critical P = 10.00 uC/cm2, critical E = 1.600 MV/cm
critical voltage across film = 1.280 V
TRANSITION LINE: T (K) | E_t, E_down, E_up (MV/cm) | P1, P2, jump (uC/cm2)
200.00 | 0.1210 -0.3476 0.4696 | 0.87 15.57 14.70
250.00 | 0.5522 0.2985 0.7565 | 3.26 14.68 11.42
300.00 | 1.0145 0.9170 1.0987 | 5.47 13.53 8.07
340.00 | 1.4015 1.3835 1.4181 | 7.58 12.11 4.53
358.15 | 1.5815 1.5810 1.5820 | 9.31 10.67 1.36
300 K hull check: E_t = 1.0145 MV/cm
peak relative permittivity at 380 K: 566 at 1.800 MV/cm
NEGLECTED EFFECTS (rough inputs)
breakdown taken as 4 MV/cm; E_cr/E_break = 0.40
tunnelling inputs: barrier 2.0 eV, mass 0.3 m_e
log10 of WKB transmission at E_cr: -22.5
series layer removing the 300 K jump: lam = 0.0427 nm
lam = 0.02 nm lowers critical T by 28.2 K to 331.8 K
grain tilted 30 deg: 300 K transition at 1.171 MV/cm
strain inputs: misfit 0.5 %, |Q12| 0.02 m^4/C^2, s11+s12 3.5e-12 1/Pa
misfit strain shifts critical T by about 11.4 K (either sign)
latent heat at 300 K: 22.99 J/cm3; heat capacity taken as 2.7 J/(cm3 K)
adiabatic heating 8.52 K, raises E_t by 0.081 MV/cm
barrier of 8 nm cube: 29.2 kT at 300 K, 0.0222 kT at 358.15 K
```
